\section*{Salt Screening of the Static van der Waals Energy Between Low-Permittivity Walls}

\section*{The problem}

Two thick, flat, neutral walls of relative permittivity $\varepsilon_w$ face each other across a gap $D$ filled with electrolyte of relative permittivity $\varepsilon_m$. Ions cannot enter the walls, and the electrolyte exchanges ions with a large salt reservoir at temperature $T$. With $n_i$ and $q_i$ the reservoir density and charge of ion species $i$, the inverse Debye length $\kappa$ is given by
\begin{equation}
\kappa^2=\frac{\sum_i n_iq_i^2}{\varepsilon_0\varepsilon_m k_BT},\qquad \sum_i n_iq_i=0 .
\end{equation}
Let $F(D)$ be the interaction free energy per unit area, set to zero at infinite separation; negative $F$ with $F\to0$ from below means attraction. The van der Waals free energy is a sum over the thermal frequencies $\xi_N=2\pi Nk_BT/\hbar$. Parts (a) to (f) treat the term $N=0$, which is the free energy of classical static fluctuations of polarization and ionic charge. The dielectric response is taken as local and the ion fluctuations as Gaussian (the Debye--H\"uckel level).

\section*{(a) From matter to a fluctuating potential}

\emph{Write the energy of small fluctuations of polarization and ionic charge, and replace both by one fluctuating potential.}

\textbf{Solution.} A medium of susceptibility $\chi=\varepsilon-1$ responds to a field as $\mathbf P=\varepsilon_0\chi\mathbf E$, so its polarization costs $P^2/(2\varepsilon_0\chi)$ per volume. For the ions, expand the ideal-gas free energy about the reservoir densities. The linear term cancels against the chemical potential, leaving $\sum_i k_BT\,\delta n_i^2/(2n_i)$. Minimize this at fixed charge density $\rho=\sum_iq_i\delta n_i$ with a multiplier $\lambda$:
\begin{equation}
\delta n_i=\frac{\lambda n_iq_i}{k_BT},\quad
\rho=\lambda\varepsilon_0\varepsilon_m\kappa^2,\quad
\text{cost}=\frac{\lambda\rho}{2}=\frac{\rho^2}{2\varepsilon_0\varepsilon_m\kappa^2}.
\end{equation}
Density fluctuations that carry no charge contribute only a term proportional to the gap volume.

The total charge $\rho_t=\rho-\nabla\cdot\mathbf P$ interacts by Coulomb's law. A Gaussian integral over an auxiliary field $\phi$ reproduces that interaction:
\begin{equation}
e^{-E_C/k_BT}\propto\int\!\mathcal D\phi\,\exp\!\Big[-\frac{\varepsilon_0}{2k_BT}\!\int(\nabla\phi)^2+\frac{i}{k_BT}\!\int\rho_t\phi\Big],
\end{equation}
because completing the square inverts $-\varepsilon_0\nabla^2$. The prefactor belongs to empty space and does not depend on $D$. By parts, $\int\rho_t\phi=\int\rho\phi+\int\mathbf P\cdot\nabla\phi$. The integrals over $\mathbf P$ and $\rho$ are now local Gaussians. They give $\exp[-\varepsilon_0\chi(\nabla\phi)^2/2k_BT]$ and $\exp[-\varepsilon_0\varepsilon_m\kappa^2\phi^2/2k_BT]$ per volume. Since $1+\chi=\varepsilon$, the weight of $\phi$ is
\begin{equation}
\exp\Big\{-\frac{\varepsilon_0}{2k_BT}\int\big[\varepsilon(\nabla\phi)^2+\varepsilon\kappa^2\phi^2\big]\Big\},
\label{weight}
\end{equation}
where the second term is present in the gap only.

\section*{(b) The free energy of one mode}

\emph{Integrate over the potential for one wavevector $\mathbf k$ parallel to the walls, and isolate the interaction.}

\textbf{Solution.} Let $s=\sqrt{k^2+\kappa^2}$, $a=\varepsilon_ms$ and $b=\varepsilon_wk$. Hold the potential at the two surfaces at $\phi_1$ and $\phi_2$. In the gap the exponent is stationary when $\phi''=s^2\phi$, so
\begin{equation}
\phi(z)=\frac{\phi_1\sinh s(D-z)+\phi_2\sinh sz}{\sinh sD}.
\end{equation}
Integrating by parts, $\frac{\varepsilon_m}{2}\int_0^D(\phi'^2+s^2\phi^2)dz=\frac{\varepsilon_m}{2}[\phi\phi']_0^D$, which equals
\begin{equation}
\frac a2\Big[(\phi_1^2+\phi_2^2)\coth sD-\frac{2\phi_1\phi_2}{\sinh sD}\Big].
\end{equation}
In each wall the stationary potential decays as $e^{-k|z|}$ from the surface, which adds $b\phi_1^2/2$ and $b\phi_2^2/2$.

Fluctuations about the stationary solution vanish at both surfaces. In the gap they are sine waves with stiffness proportional to $(\pi j/D)^2+s^2$, $j=1,2,\dots$. Relative to $s=0$ they contribute
\begin{equation}
\prod_{j}\Big(1+\frac{s^2D^2}{\pi^2j^2}\Big)^{-1/2}=\Big(\frac{sD}{\sinh sD}\Big)^{1/2}.
\end{equation}
At $s=0$ the gap is a chain of Gaussian steps whose variances add, so its normalized weight has prefactor $D^{-1/2}$. The product is $(s/\sinh sD)^{1/2}$, up to constants per slice of gap, which give a free energy linear in $D$.

The remaining integral over $\phi_1,\phi_2$ has a matrix with diagonal elements $a\coth sD+b$ and off-diagonal elements $-a/\sinh sD$. As $\coth^2-1/\sinh^2=1$, its determinant is $a^2+b^2+2ab\coth sD$. The mode's partition function is therefore proportional to $\mathcal D_k^{-1/2}$ with
\begin{align}
s\,\mathcal D_k&=(a^2+b^2)\sinh sD+2ab\cosh sD\nonumber\\
&=\tfrac12e^{sD}(a+b)^2\big[1-\Delta^2e^{-2sD}\big],\qquad \Delta=\frac{a-b}{a+b}.
\end{align}
The free energy $\frac{k_BT}{2}\ln\mathcal D_k$ has three parts. The term $sD$ is a bulk energy, whose pressure is balanced by the reservoir. The term in $(a+b)^2/s$ belongs to the separate surfaces. The bracket alone is the interaction. There is one real mode per $\mathbf k$ (a cosine and a sine for each pair $\pm\mathbf k$), hence $d^2k/(2\pi)^2$ modes per area, and
\begin{equation}
F=\frac{k_BT}{4\pi}\int_0^\infty k\,dk\,\ln\!\big(1-\Delta^2e^{-2sD}\big).
\label{F}
\end{equation}

\section*{(c) Walls of low permittivity}

\emph{Evaluate $F$ for $\varepsilon_w/\varepsilon_m\to0$.}

\textbf{Solution.} Since $s\ge k$, we have $b/a\le\varepsilon_w/\varepsilon_m$, so $\Delta\to1$ for every $k$. Use $k\,dk=s\,ds$, with $s$ running from $\kappa$, and $\ln(1-y)=-\sum_n y^n/n$. Each term needs
\begin{equation}
\int_\kappa^\infty s\,e^{-2nsD}ds=\Big[\frac{\kappa}{2nD}+\frac1{4n^2D^2}\Big]e^{-2n\kappa D}
=\frac{1+2n\kappa D}{4n^2D^2}\,e^{-2n\kappa D}.
\end{equation}
With $x=2\kappa D$ the result is
\begin{equation}
F=-\frac{k_BT}{16\pi D^2}S(x),\qquad S(x)=\sum_{n=1}^\infty\frac{(1+nx)e^{-nx}}{n^3}.
\label{series}
\end{equation}
The $n$th term describes $n$ round trips of the potential across the gap. The leading one, $n=1$, is multiplied by
\begin{equation}
g(x)=(1+x)e^{-x}=(1+2\kappa D)e^{-2\kappa D}
\end{equation}
when salt is added. The exponent contains $2D$ because the disturbance has to cross the gap and return. The factor $1+x$ comes from summing over the in-plane wavevectors.

\section*{(d) How good is the leading factor for the whole energy?}

\emph{Compare $g(x)$ with the ratio $R=F(\kappa)/F(0)$ at fixed $D$, including weak and strong screening.}

\textbf{Solution.} Without salt $S(0)=\sum n^{-3}=\zeta(3)=1.202$, so $R=S(x)/\zeta(3)$. The function $g(y)$ has derivative $-ye^{-y}$ and decreases for $y>0$. Hence $g(nx)\le g(x)$, which bounds the sum from above; keeping only $n=1$ bounds it from below:
\begin{equation}
\frac{g(x)}{\zeta(3)}\le R\le g(x).
\label{bounds}
\end{equation}
Thus $g$ is the screening factor of the leading term, while the whole energy can be screened more strongly, by at most a further factor $1/\zeta(3)=0.832$.

For strong screening the ratio of the second term of $S$ to the first is $\frac{1+2x}{8(1+x)}e^{-x}$, which vanishes, and later terms are smaller still. So $R\to g/\zeta(3)$: the repeated round trips have been lost, but they still count in $F(0)$.

For weak screening, differentiate the series:
\begin{equation}
S'(x)=-x\sum_n\frac{e^{-nx}}{n}=x\ln(1-e^{-x})\simeq x\ln x .
\label{slope}
\end{equation}
Integration from zero gives
\begin{equation}
R\simeq1-\frac{x^2}{2\zeta(3)}\Big(\ln\frac1x+\frac12\Big),\qquad g\simeq1-\frac{x^2}{2}.
\end{equation}
The logarithm makes $R$ fall faster than $g$ at small $x$. It comes from the sum in (\ref{slope}): all orders up to $n\sim1/x$ contribute in proportion to $1/n$, and together they add up to $\ln(1/x)$.

\section*{(e) Walls of finite permittivity}

\emph{Bound the effect of a nonzero $\varepsilon_w<\varepsilon_m$, and say when the screening factor fails.}

\textbf{Solution.} Written as $\Delta=(\varepsilon_ms/k-\varepsilon_w)/(\varepsilon_ms/k+\varepsilon_w)$, the reflection factor grows with $s/k\ge1$. It therefore lies between $\Delta_0=(\varepsilon_m-\varepsilon_w)/(\varepsilon_m+\varepsilon_w)$ and 1, and
\begin{equation}
\sum_n\Delta_0^{2n}\frac{g(nx)}{n^3}\le\frac{16\pi D^2|F|}{k_BT}\le S(x).
\end{equation}
These bounds hold at any $\kappa D$, so the low-permittivity limit does not break down at strong screening. It does require $\varepsilon_w\ll\varepsilon_m$. The upper bound in (\ref{bounds}) does not carry over to the ratio $F(\kappa)/F(0)$ at finite $\varepsilon_w$: salt raises $\Delta$ for $k\lesssim\kappa$, and at weak screening this can outweigh the damping. Quadrature of (\ref{F}) gives a ratio that peaks above 1, at about 1.05 for $\varepsilon_w/\varepsilon_m=0.3$ and 1.3 for 0.5. If $\varepsilon_w=\varepsilon_m$, then $\Delta=(s-k)/(s+k)$, which is zero without salt and positive with it. Salt then creates an attraction instead of weakening one, and no screening factor exists.

\section*{(f) What the ions do}

\emph{Find $\partial F/\partial\kappa^2$ for $\Delta=1$ from the images of an ion, and interpret its sign.}

\textbf{Solution.} Differentiating the free energy that belongs to (\ref{weight}) gives $\frac{\varepsilon_0\varepsilon_m}{2}\int\langle\phi^2\rangle$ over the gap. The Gaussian weight gives $\langle\phi^2\rangle=(k_BT/\varepsilon_0)G(\mathbf r,\mathbf r)$, where $(-\nabla\cdot\varepsilon\nabla+\varepsilon\kappa^2)G=\delta$. For $\varepsilon_w\to0$ the normal derivative of $G$ vanishes at the surfaces. This is achieved by images of equal sign, so $G$ is a sum of terms $e^{-\kappa r}/(4\pi\varepsilon_mr)$ over the source and its images.

The source itself gives a bulk term. Images made by an odd number of reflections lie at distances $2|z-mD|$ from the ion, for all integers $m$. Integrating over $0<z<D$ and summing over $m$ covers the whole line once, so their contribution does not depend on $D$; its divergence at contact is cut off by the ion size. Images made by an even number of reflections lie at $2mD$ on either side, independent of $z$. They give, per area,
\begin{equation}
\frac{\partial F}{\partial\kappa^2}=\frac{k_BT}{2}\,D\sum_{m\ge1}\frac{2e^{-2m\kappa D}}{4\pi\,2mD}
=\frac{k_BT}{8\pi}\sum_{m\ge1}\frac{e^{-mx}}{m}.
\end{equation}
The series (\ref{series}) agrees: $\partial/\partial\kappa^2=(2D^2/x)\,\partial/\partial x$, and (\ref{slope}) supplies $S'$. The derivative is positive because the images that enter it, made by an even number of reflections, have the ion's own sign and repel it. Placing ions in a narrow gap costs this image energy, which offsets part of the attraction.

\section*{(g) A sphere near a wall}

\emph{Find the force and energy for a sphere of radius $R_s\gg D$.}

\textbf{Solution.} Near the closest point the gap is $h\simeq D+\rho^2/2R_s$ at lateral distance $\rho$, so $\rho\,d\rho=R_s\,dh$. Treating each ring as flat gives the energy
\begin{equation}
W=2\pi R_s\int_D^\infty F(h)\,dh,\qquad -\frac{dW}{dD}=2\pi R_sF(D).
\end{equation}
The force therefore carries the same ratio $R$ as the flat energy. For $W$, note that $\frac{d}{dh}(e^{-\alpha h}/h)=-(1+\alpha h)e^{-\alpha h}/h^2$. With $\alpha=2n\kappa$,
\begin{equation}
W=-\frac{k_BTR_s}{8D}\sum_n\frac{e^{-nx}}{n^3}.
\end{equation}
The leading term of the energy is thus screened by $e^{-x}$, without the factor $1+x$: the energy collects contributions from larger, better screened gaps.

\section*{(h) A polymer particle in a salt rinse}

\emph{Evaluate the results for a particle of radius 50 nm at 3.0 nm from a surface of the same polymer, in 10 mM monovalent salt at 298 K. Take $\varepsilon_w=2.5$ and $\varepsilon_m=78$, rough values for polystyrene and water. Then size what the model omits.}

\textbf{Solution.} The Debye length is $1/\kappa=3.03$ nm, so $x=2(3.0)/3.03=1.98$ and $g=(2.98)e^{-1.98}=0.412$. Summing (\ref{series}) gives $R=0.353$, near the lower bound 0.342. In the limit $\Delta=1$ the energy changes from $F(0)=-10.9$ to $F=R\,F(0)=-3.86\ \mu\mathrm{J/m^2}$. The static force on the sphere is $2\pi(50\ \mathrm{nm})F=-1.21$ pN and its energy is $-0.29\,k_BT$.

At fixed gap, other salt concentrations give the values below. The last column, $R_w$, is the ratio for $\varepsilon_w=2.5$, from numerical quadrature of (\ref{F}).
\begin{center}
\begin{tabular}{ccccc}
salt (mM) & $x$ & $g$ & $R$ & $R_w$\\
0.1 & 0.198 & 0.983 & 0.964 & 0.979\\
1 & 0.626 & 0.870 & 0.810 & 0.842\\
10 & 1.979 & 0.412 & 0.353 & 0.380\\
100 & 6.259 & 0.0139 & 0.0116 & 0.0129
\end{tabular}
\end{center}
In these four cases $R_w$ lies between $R$ and $g$. This is not general: at 0.01 mM, $R_w=0.9984$ exceeds $g=0.9981$. At 10 mM the finite wall permittivity lowers $|F|$ from 3.86 to 3.53 $\mu\mathrm{J/m^2}$, but without salt it lowers it more, from 10.9 to 9.3. There are two reasons: with salt, $s>k$ brings $\Delta$ closer to 1, and the repeated round trips, which carry higher powers of $\Delta$, matter less.

\emph{Frequencies $N\ge1$.} Free ions of mass $m$, charge $\pm q$ and total density $n$ (both species together) add $nq^2/(\varepsilon_0m\xi^2)$ to the permittivity at imaginary frequency $i\xi$. For ions of 23 atomic mass units this is $(9.6\times10^{11}/2.45\times10^{14})^2\sim10^{-5}$ at $\xi_1$, so salt hardly screens these terms. Neglecting retardation, each follows from (\ref{F}) with $\kappa=0$, permittivities at $i\xi_N$, and double weight for $\pm N$. I take $\varepsilon(i\xi)=1+(n_r^2-1)/(1+\xi^2/\omega^2)$ with refractive indices $n_r=1.6$ and 1.33 and $\omega=1.9\times10^{16}$ rad/s for both media, all rough. The sum is $-54\ \mu\mathrm{J/m^2}$; the full Lifshitz formula, with retardation and both polarizations, gives $-46$ by quadrature. This is 12 times the screened static term. In this rough model the salt thus removes only about a tenth of the total van der Waals energy: with the static term taken at $\varepsilon_w=2.5$, some 6 out of $55\ \mu\mathrm{J/m^2}$. These numbers are sensitive to the oscillator inputs. With $n_r=1.557$ and $\omega=1.43\times10^{16}$ rad/s for the wall, and water unchanged, the unretarded sum drops from $-54$ to $-18\ \mu\mathrm{J/m^2}$, and the salt then removes more than a fifth of the total. The model also omits infrared absorption.

\emph{Surface charge.} The model takes the walls as neutral, but a surface in water can carry charge. For a fixed, equal surface potential $\psi_0$, the linear equation $\psi''=\kappa^2\psi$ gives the mid-plane value $\psi_0/\cosh(\kappa h/2)$, where the excess ion pressure is $\varepsilon_0\varepsilon_m\kappa^2\psi^2/2$. Integrating it from $h=D$ to infinity gives the repulsion $\varepsilon_0\varepsilon_m\kappa\psi_0^2[1-\tanh(\kappa D/2)]$. For a rough 25 mV, at the edge of the linear regime, this is $+77\ \mu\mathrm{J/m^2}$, 20 times the static attraction. Whether such a particle stays attached is therefore not decided by the static term.

\emph{Ion depletion.} The model keeps the reservoir value of $\kappa$ in the gap, yet the images of part (f) repel ions. With the Bjerrum length $l_B=e^2/(4\pi\varepsilon_0\varepsilon_mk_BT)=0.72$ nm, an ion has image energy $\frac12k_BTl_B\sum e^{-\kappa r}/r$, which is $0.11\,k_BT$ at mid-gap and rises towards the walls. Averaging the Boltzmann factor over the gap leaves 72\% of the reservoir ion density. If this loss were spread evenly over the gap, $\kappa$ would be rescaled by $\sqrt{0.72}$ and $R$ would rise from 0.353 to about 0.43. The loss is in fact concentrated near the walls and depends on how closely the ions can approach them, so this gives only the rough size of the change. It is on the low side, because the fluctuating potential is largest at the walls: with the depletion profile resolved across the gap, the estimate is about 0.5 or somewhat more. Even the crude value exceeds $g=0.412$: the bounds (\ref{bounds}) hold within the Gaussian model and need not hold for a real film.

\emph{Curvature.} For a true sphere $\rho\,d\rho=(R_s-h+D)\,dh$. With the local pressure $-dF/dh$, the extra term changes the force by the fraction $-\int_D^\infty F\,dh/[R_sF(D)]=-0.02$. This is only part of the curvature correction: the tilt of the sphere's surface against the wall changes the local pressure itself, by an amount of the same order in $D/R_s$ that this estimate misses. The exact multipole solution for a sphere and a plane with $\Delta=1$ gives a force of $-1.15$ pN and an energy of $-0.277\,k_BT$, smaller in size than the flat-ring values by 5\% and 6\%.

All numerical values are calculated from the stated model.
